# One interface trap behind an oxide: a reduced, faster Debye relaxation

## The decision

An admittance sweep of a MOS capacitor shows one loss peak. Its height is to give a trap density and its frequency a capture coefficient. May the two numbers be read directly from the measured peak, or must the oxide capacitance be removed first?

The shape of the peak cannot settle this, because a single trap behind an oxide gives the same Debye curve as a bare trap, with a different height and position. In the example below, direct reading returns 40 % of the true trap density and a capture coefficient 1.7 times too large.

## Model and conventions

The substrate is n-type silicon in depletion. The band bending \(\psi\) is the surface potential relative to the bulk, so \(\psi<0\). All capacitances, conductances and charges are per unit area, \(V_t=kT/q\) with \(q>0\), and small signals vary as \(e^{j\omega t}\).

The interface carries \(N_t\) traps per unit area, all at one energy \(E_t\), which exchange electrons with the conduction band only. The surface is uniform, the electron quasi-Fermi level is flat up to the interface, and holes, leakage and series resistance are neglected. The depletion layer follows the signal without delay.

## The trap at given band bending

Let \(f\) be the fraction of traps that are filled. Capture is proportional to the surface electron density \(n_s=N_De^{\psi/V_t}\) and to the empty fraction; emission is proportional to the filled fraction:

\[
\frac{df}{dt}=c\,n_s(1-f)-e\,f .
\]

In equilibrium the two terms cancel, so \(e=c\,n_s(1-f_0)/f_0\). Fermi statistics gives \((1-f_0)/f_0=e^{(E_t-E_F)/kT}\), with any degeneracy factor absorbed in \(E_t\). Since \(n_s=N_ce^{-(E_c-E_F)/kT}\) at the surface,

\[
e=c\,n_1,\qquad n_1=N_ce^{-(E_c-E_t)/kT},\qquad f_0=\frac{n_s}{n_s+n_1}.
\]

Now let \(\psi\) change by a small \(\delta\psi\). Then \(\delta n_s=n_s\,\delta\psi/V_t\), and to first order

\[
j\omega\,\delta f=c\,n_s(1-f_0)\frac{\delta\psi}{V_t}-c(n_s+n_1)\,\delta f .
\]

Define \(\tau=1/[c(n_s+n_1)]\) and multiply by \(\tau\). Because \(\tau c\,n_s=f_0\),

\[
\delta f=\frac{f_0(1-f_0)}{1+j\omega\tau}\,\frac{\delta\psi}{V_t}.
\]

The trapped electron charge has magnitude \(qN_tf\). Its response is therefore

\[
qN_t\,\delta f=\frac{C_{it}}{1+j\omega\tau}\,\delta\psi,\qquad
C_{it}=\frac{qN_t}{V_t}f_0(1-f_0).
\]

This is the bare Debye relaxation: amplitude \(C_{it}\), time \(\tau\), both defined at a prescribed band bending.

## The depletion layer

With \(\phi(x)\) the potential in the silicon and holes neglected, Poisson's equation is \(\phi''=-(qN_D/\varepsilon)(1-e^{\phi/V_t})\). Multiplying by \(\phi'\) and integrating from the bulk, where \(\phi=\phi'=0\), gives

\[
\tfrac12\phi'^2=\frac{qN_DV_t}{\varepsilon}\left(e^{u}-u-1\right),\qquad u=\phi/V_t .
\]

At the surface \(u=\psi/V_t\), and the positive silicon charge is \(Q_s=\varepsilon|\phi'|\):

\[
Q_s=\sqrt{2\varepsilon qN_DV_t\,(e^{u}-u-1)} .
\]

Differentiating \(Q_s^2\) gives \(2Q_s\,dQ_s/d\psi=2\varepsilon qN_D(e^u-1)\), hence

\[
C_D=-\frac{dQ_s}{d\psi}=\frac{\varepsilon qN_D(1-e^{u})}{Q_s}>0 .
\]

## Adding the oxide

The gate charge balances the silicon and trap charges. Apart from constants, \(Q_g=-Q_s+qN_tf\), so

\[
\delta Q_g=C_s\,\delta\psi,\qquad C_s=C_D+\frac{C_{it}}{1+j\omega\tau}.
\]

Depletion layer and trap are in parallel because they share \(\delta\psi\). The gate voltage also drops across the oxide, \(\delta V_g=\delta\psi+\delta Q_g/C_{ox}\). Inserting \(\delta Q_g=C_s\delta\psi\) gives \(\delta\psi=C_{ox}\,\delta V_g/(C_{ox}+C_s)\), and the capacitance seen at the gate is

\[
C^*=\frac{\delta Q_g}{\delta V_g}=\frac{C_{ox}C_s}{C_{ox}+C_s}
=\frac{C_{ox}\,[C_D(1+j\omega\tau)+C_{it}]}{S(1+j\omega\tau)+C_{it}},
\qquad S=C_{ox}+C_D ,
\]

where numerator and denominator were multiplied by \(1+j\omega\tau\). The denominator is linear in \(j\omega\), so there is one pole:

\[
S(1+j\omega\tau)+C_{it}=(S+C_{it})(1+j\omega\tau'),\qquad
\tau'=\tau\,\frac{S}{S+C_{it}} .
\]

For \(\omega\to\infty\) the capacitance tends to \(C_\infty=C_{ox}C_D/S\). Subtract this limit over a common denominator:

\[
C^*-C_\infty=C_{ox}\,\frac{S[C_D(1+j\omega\tau)+C_{it}]-C_D[S(1+j\omega\tau)+C_{it}]}{S\,[S(1+j\omega\tau)+C_{it}]} .
\]

The terms containing \(1+j\omega\tau\) cancel in the numerator. What remains is \((S-C_D)C_{it}=C_{ox}C_{it}\), so

\[
C^*=C_\infty+\frac{\Delta C}{1+j\omega\tau'},\qquad
\Delta C=\frac{C_{ox}^2\,C_{it}}{S(S+C_{it})} .
\]

This is again one Debye term. For finite positive capacitances \(\tau'<\tau\) and \(\Delta C<C_{it}\), which is the result to be shown.

## Why the relaxation is faster

The capture coefficient has not changed. What has changed is the quantity held fixed. Write \(p=qN_t\,\delta f\) for the extra trapped charge. The trap equation and the charge balance are

\[
\tau\frac{dp}{dt}=C_{it}\,\delta\psi-p,\qquad
\delta\psi=\frac{C_{ox}\,\delta V_g-p}{S}.
\]

The second follows from \(C_{ox}(\delta V_g-\delta\psi)=C_D\delta\psi+p\). At fixed gate voltage, extra trapped electrons make \(\psi\) more negative and so reduce further capture. Setting \(\delta V_g=0\),

\[
\frac{dp}{dt}=-\frac1\tau\left(1+\frac{C_{it}}{S}\right)p=-\frac{p}{\tau'} .
\]

At fixed \(\psi\) the decay rate is \(1/\tau\). The shortening is thus electrostatic negative feedback.

The amplitude can be split in the same way:

\[
\frac{\Delta C}{C_{it}}=\left(\frac{C_{ox}}{S}\right)^2\frac{\tau'}{\tau}.
\]

One factor \(C_{ox}/S\) is the share of the gate voltage that reaches the surface while the trap charge is frozen. The second is the share of the trapped charge that appears on the gate: at fixed \(V_g\), \(\delta Q_g=C_D(-p/S)+p=pC_{ox}/S\). The last factor is the feedback.

## The loss peak

From \(Y=G+j\omega C=j\omega C^*\) we have \(C^*=C-jG/\omega\), and therefore

\[
\frac{G}{\omega}=\Delta C\,\frac{\omega\tau'}{1+\omega^2\tau'^2}.
\]

Its maximum is \(\Delta C/2\), at \(\omega\tau'=1\). Half of the maximum is reached where \(x/(1+x^2)=1/4\) with \(x=\omega\tau'\), that is at \(x=2\pm\sqrt3\). The full width is \(2\log_{10}(2+\sqrt3)=1.144\) decades, whatever the oxide.

At high frequency the conductance levels off at

\[
G_\infty=\frac{\Delta C}{\tau'}=\frac{C_{it}}{\tau}\left(\frac{C_{ox}}{S}\right)^2 .
\]

The feedback factor has dropped out: within one short period too little charge is trapped to act back on the surface.

## Recovering the trap

The measured curve supplies three numbers, \(C_\infty\), \(\Delta C\) and \(\tau'\), while the model has four unknowns, \(C_{ox}\), \(C_D\), \(C_{it}\) and \(\tau\). The oxide capacitance must come from elsewhere, for instance from the capacitance in strong accumulation. That value lies somewhat below \(C_{ox}\), because the accumulation layer is in series with the oxide; used uncorrected, it makes both \(C_{it}\) and \(\tau\) come out too large. Given \(C_{ox}\),

\[
C_D=\frac{C_{ox}C_\infty}{C_{ox}-C_\infty},\qquad
r\equiv\frac{S\,\Delta C}{C_{ox}^2}=\frac{C_{it}}{S+C_{it}},
\]

\[
C_{it}=\frac{rS}{1-r},\qquad \tau=\frac{\tau'}{1-r}.
\]

The oxide can also be removed point by point. Let \(C_m\) and \(G_m\) be measured and put \(g=G_m/\omega\). Solving the series formula for \(C_s\),

\[
C_s=\frac{C_{ox}C^*}{C_{ox}-C^*}=\frac{C_{ox}(C_m-jg)}{C_{ox}-C_m+jg}.
\]

Multiply above and below by \(C_{ox}-C_m-jg\). The imaginary part of \((C_m-jg)(C_{ox}-C_m-jg)\) is \(-gC_{ox}\), so the loss \(G_p/\omega=-\mathrm{Im}\,C_s\) is

\[
\frac{G_p}{\omega}=\frac{\omega G_mC_{ox}^2}{G_m^2+\omega^2(C_{ox}-C_m)^2}
=C_{it}\frac{\omega\tau}{1+\omega^2\tau^2}.
\]

The corrected peak has height \(C_{it}/2\) and lies at \(\omega\tau=1\). To obtain \(N_t\) from \(C_{it}\) one still needs \(f_0\), and to obtain \(c\) from \(\tau\) one needs \(n_s+n_1\).

## Worked example

Take a 10 nm oxide on silicon at 300 K, with \(N_D=10^{16}\) cm\(^{-3}\), \(N_t=2\times10^{11}\) cm\(^{-2}\), \(E_c-E_t=0.40\) eV, \(c=10^{-8}\) cm\(^3\)/s and \(\psi=-0.18\) V. Use \(N_c=2.8\times10^{19}\) cm\(^{-3}\) and relative permittivities 11.7 for silicon and 3.9 for the oxide; quoted values of \(N_c\) differ, and \(3.2\times10^{19}\) cm\(^{-3}\) would shorten \(\tau\) below by about 5 %. Then \(n_s=9.47\times10^{12}\) and \(n_1=5.34\times10^{12}\) cm\(^{-3}\), so

\[
f_0=\frac{9.47}{9.47+5.34}=0.639,\qquad
\tau=\frac{1}{10^{-8}\times1.4804\times10^{13}}\ \text{s}=6.755\ \mu\text{s}.
\]

The capacitances, in nF/cm\(^2\), are \(C_{ox}=345.3\), \(C_D=73.3\) and \(C_{it}=285.8\), which gives \(S=418.6\). Hence

\[
\frac{\tau'}{\tau}=\frac{418.6}{418.6+285.8}=0.594,\qquad \tau'=4.01\ \mu\text{s},
\]

\[
\frac{\Delta C}{C_{it}}=0.6805\times0.594=0.404,\qquad
\Delta C=115.6\ \text{nF/cm}^2 .
\]

The peak moves from 23.6 kHz for the bare trap to 39.6 kHz at the gate, and its height falls from 142.9 to 57.8 nF/cm\(^2\). If \(\Delta C\) is taken for \(C_{it}\), with \(f_0\) known, the trap density comes out as \(8.1\times10^{10}\) instead of \(2\times10^{11}\) cm\(^{-2}\). If \(\tau'\) is taken for \(\tau\), the capture coefficient is too large by \(1/0.594=1.68\).

The inverse formulas undo this: \(r=418.6\times115.57/345.3^2=0.406\), which returns \(C_{it}=286\) nF/cm\(^2\) and \(\tau=6.75\ \mu\)s.

The linearization was tested by integrating the nonlinear rate equation, with the full \(Q_s(\psi)\), under a 0.1 mV gate signal. For oxides of 3, 10 and 40 nm and \(\omega\tau'=0.2\), 1 and 5, the computed gate capacitance differed from the Debye formula by at most \(6.3\times10^{-7}\) of \(\Delta C\). For the 10 nm oxide, a small excess occupation decayed with a time constant of 4.014 μs at fixed gate voltage and of 6.755 μs at fixed band bending, which confirms the feedback explanation.

## Limits

**Oxide thickness.** Let the gate bias be readjusted so that \(\psi\), and with it \(C_D\), \(C_{it}\) and \(\tau\), stays the same.

| Oxide (nm) | \(\tau'/\tau\) | \(\Delta C/C_{it}\) |
|---|---|---|
| 1 | 0.93 | 0.89 |
| 10 | 0.59 | 0.40 |
| 100 | 0.27 | 0.03 |

For \(C_{ox}\to\infty\) the gate fixes the surface potential, and the bare trap is recovered. For \(C_{ox}\to0\) the gate charge is fixed instead. The time then tends to \(\tau C_D/(C_D+C_{it})\), here \(0.20\,\tau\), while the amplitude vanishes as \(C_{ox}^2\). The 1 nm row is electrostatics alone; leakage was not assessed there.

**Few traps.** For \(C_{it}\ll S\) the time is nearly unshifted, but the amplitude is still reduced, to \(C_{it}(C_{ox}/S)^2\). An unshifted peak frequency does not license reading the height directly.

**Many traps.** For \(C_{it}\gg S\) the amplitude saturates at \(C_{ox}^2/S\), and the low-frequency capacitance tends to \(C_{ox}\). The height then says little about \(N_t\). Quantitatively, differentiating \(\Delta C\propto C_{it}/(S+C_{it})\) at fixed \(C_{ox}\) and \(C_D\) gives

\[
\frac{dC_{it}}{C_{it}}=\left(1+\frac{C_{it}}{S}\right)\frac{d\Delta C}{\Delta C}.
\]

In the example, a 1 % error in \(\Delta C\) becomes a 1.7 % error in \(C_{it}\).

## Real interfaces

The parameters are rough values meant for a dry thermal oxide on silicon whose interface defects are incompletely passivated by hydrogen. The level depth and the band bending are choices that together put the peak in the range of tens of kHz. Real interfaces do not have the single sharp level assumed here: their defect levels are spread in energy. With a Gaussian spread of standard deviation 0.08 eV and the same total \(N_t\), the model's gate loss peak falls to 0.51 of the sharp-level height and widens from 1.14 to 1.43 decades. Separately, if the surface consists of independent patches whose band bending varies with standard deviation 40 mV, the height falls to 0.68 and the width grows to 1.37 decades. Both spreads are rough assumed values. A measured width clearly above 1.14 decades therefore rules out the single-trap formulas, though the width alone does not identify the cause.

The other neglected effects estimated here are smaller. A gate signal of 25 mV peak amplitude lowers the loss at \(\omega\tau'=1\) by about 4 %. The bulk resistance of a 0.5 mm wafer, about 0.026 Ω cm\(^2\) with contacts not counted, adds a loss of less than 0.2 % of the peak height at the peak frequency. The added loss grows with frequency, to about 1 % of the peak height at 1 MHz, where it raises the conductance some 13 % above \(G_\infty\); at 10 MHz it swamps the plateau. Hole exchange, for equal capture coefficients, is about \(2\times10^{-6}\) of electron exchange. If the traps are neutral when empty and there is no fixed oxide charge, the oxide field is about 0.006 MV/cm, a small value because the silicon and trap charges happen nearly to cancel here. Without the trap charge it would be 0.07 MV/cm, and for traps neutral when filled 0.10 MV/cm, all far below a breakdown field of roughly 10 MV/cm. The estimated tunnelling factor through 10 nm is about \(10^{-50}\).

Temperature matters more. At the same band bending, and assuming \(c\propto\sqrt{T}\) and \(N_c\propto T^{3/2}\), \(\tau\) falls from 6.8 μs at 300 K to 4.7 μs at 310 K, a change of 31 %. That is comparable with the 41 % shortening caused by the oxide, so a comparison of relaxation times between samples needs a controlled temperature as well as the oxide correction. The remaining values are in the numerical output.

## Calculated quantities

```
temperature 300 K, thermal voltage 25.85 mV
donor density 1.0e+16 cm^-3, trap density 2.0e+11 cm^-2
trap depth 0.40 eV, capture coefficient 1.0e-08 cm^3/s
band density of states 2.8e+19 cm^-3
relative permittivities: Si 11.7, oxide 3.9
band bending -0.18 V, oxide thickness 10 nm
n_s = 9.465e+12 cm^-3, n_1 = 5.339e+12 cm^-3
trap occupation f0 = 0.6394
C_ox = 345.3 nF/cm^2
C_D = 73.3 nF/cm^2
C_it = 285.8 nF/cm^2
S = C_ox + C_D = 418.6 nF/cm^2
tau at fixed band bending = 6.755 us
tau_gate = 4.014 us, ratio 0.5943
peak frequency, trap alone = 23.56 kHz
peak frequency, at gate = 39.65 kHz
C_inf = 60.46 nF/cm^2
low-frequency C = 176.04 nF/cm^2
dC = 115.57 nF/cm^2, dC/C_it = 0.4044
voltage division squared (C_ox/S)^2 = 0.6805
peak G/omega at gate = 57.79 nF/cm^2
peak G/omega, trap alone = 142.90 nF/cm^2
high-frequency conductance dC/tau_gate = 28.79 mS/cm^2
trap density if oxide is ignored = 8.088e+10 cm^-2
thickness (nm), tau_gate/tau, dC/C_it at the same band bending:
      1 nm  0.9250  0.8870
      3 nm  0.8107  0.7166
     10 nm  0.5943  0.4044
     40 nm  0.3584  0.1048
    100 nm  0.2739  0.0281
simulation minus formula, worst, over dC = 6.3e-07
oxide removal, worst relative error = 1.2e-06
simulated decay, gate voltage fixed = 4.014 us
simulated decay, band bending fixed = 6.755 us
single level: loss peak width 1.144 decades
level spread 0.08 eV: peak x 0.506, width 1.427 decades
potential spread 40 mV: peak x 0.679, width 1.373 decades
ac amplitude 25 mV: loss at omega*tau_gate=1 changes by -3.57 %
hole to electron exchange rate (equal c) = 2.0e-06
wafer resistance 2.60e-02 ohm cm^2, added loss / peak = 1.6e-03
electron supply / trap resistance = 2.8e-05
Boltzmann statistics error in bulk = 1.3e-04
oxide field 0.0062 MV/cm; with traps empty 0.0655 MV/cm
log10 of oxide tunnelling factor (3.1 eV, 0.4 m_e) = -49.6
tau at 310 K, same band bending = 4.665 us
```
